# Subtracting a White Noise Floor from Line-Edge Roughness Spectra

## The decision

Suppose a stochastic resist model is to be calibrated against the roughness of imaged line edges. Image noise moves every detected edge point, so the raw variance is too large. One remedy is to read a noise floor from the high-frequency end of the edge spectrum and subtract it everywhere. Before the corrected number is used, one must decide whether the tail really is noise. If part of it is true roughness, that part is removed at every frequency, and the model is calibrated to an edge that is too smooth.

The decision rests on the average true-edge spectrum in the floor band compared with its average over all nonzero frequencies. This ratio is the magnitude of the relative bias. A tail that looks flat does not by itself make it small.

## Conventions and scheme

An edge is sampled at \(N\) points, with \(N\) even, at pitch \(d\) along a line of length \(L=Nd\). Its measured displacement from a known straight reference is

\[
x_j=e_j+n_j,\qquad j=0,\ldots,N-1 .
\]

The true edge \(e_j\) is stationary with zero mean and covariance \(R_m=E[e_je_{j+m}]\), where \(E\) denotes an average over many lines. The noise has zero mean and is white along the line: \(E[n_jn_l]=\sigma_n^2\delta_{jl}\). It is uncorrelated with the edge: \(E[e_jn_l]=0\) for every pair of rows. Gaussian statistics are needed only for the scatter and clipping formulas below.

With \(\theta_k=2\pi k/N\), the discrete transform and two-sided periodogram are

\[
X_k=\sum_jx_je^{-i\theta_kj},\qquad P_k=\frac dN|X_k|^2 .
\]

Displacements are in nm and spectra in nm³. The floor band \(B\) holds \(b\) high-frequency ordinates and contains \(N-k\) whenever it contains \(k\). The estimates are

\[
\hat F=\frac1b\sum_{k\in B}P_k,\qquad
\hat V=\frac1L\sum_{k\ne0}(P_k-\hat F).
\]

For \(M\) lines:

```
V_sum = 0
for each line x:
    x = x - mean(x)
    X = FFT(x)
    P[k] = (d/N) * abs(X[k])^2
    F = mean(P[k] for k in B)
    V = sum(P[k] - F for k = 1..N-1) / L
    V_sum = V_sum + V
V_mean = V_sum / M
if V_mean >= 0: sigma_hat = sqrt(V_mean)
else: report V_mean; roughness is not resolved
```

Removing the mean changes only \(X_0\), which is not used, and avoids rounding error from a large offset. With a half-spectrum FFT, each ordinate strictly between zero and the highest frequency must be counted twice, both in the sum and in the band mean.

## Why the noise cancels

**Variance from the spectrum.** Parseval's identity is \(\sum_k|X_k|^2=N\sum_jx_j^2\). Since \(X_0=N\bar x\), leaving out \(k=0\) gives

\[
\sum_{k\ne0}|X_k|^2=N\sum_jx_j^2-N^2\bar x^2
=N\sum_j(x_j-\bar x)^2 .
\]

Multiplication by \(d/(NL)=1/N^2\) yields

\[
\frac1L\sum_{k\ne0}P_k=\frac1N\sum_j(x_j-\bar x)^2 .
\]

The sum is thus the variance about each line's own mean. The target of the estimate is its expectation for the true edge,

\[
V_L=\frac1L\sum_{k\ne0}S_k,
\]

where \(S_k\) is the expected periodogram of \(e\). Displacements slower than the line length are partly absorbed in the line mean, so \(V_L\) is smaller than the infinite-line variance \(\sigma^2=R_0\) in the model used below.

**Expected spectrum.** Let \(E_k\) and \(N_k\) be the transforms of edge and noise. Expanding \(|E_k+N_k|^2\) gives

\[
E[P_k]=S_k+\frac dN E|N_k|^2+2\,\mathrm{Re}\,C_k,\qquad
C_k=\frac dN E[E_kN_k^*].
\]

In the noise term the double sum over rows collapses:

\[
\frac dN\sum_{j,l}\sigma_n^2\delta_{jl}e^{-i\theta_k(j-l)}=d\sigma_n^2 .
\]

The cross term contains only the covariances \(E[e_jn_l]\), so it vanishes. Hence \(E[P_k]=S_k+d\sigma_n^2\).

**Subtraction.** Writing \(\bar S_B\) for the mean of \(S_k\) over the band, we have \(E[\hat F]=d\sigma_n^2+\bar S_B\). There are \(N-1\) nonzero ordinates, so

\[
E[\hat V]=\frac1L\sum_{k\ne0}\left(S_k+d\sigma_n^2-d\sigma_n^2-\bar S_B\right)
=V_L-\frac{N-1}{L}\bar S_B .
\]

The noise has gone from the mean, whatever its strength. What remains is a bias that cannot be positive, because \(\bar S_B\ge0\). With \(\bar S=LV_L/(N-1)\), the mean true-edge spectrum over all nonzero ordinates, the relative bias is

\[
\frac{E[\hat V]-V_L}{V_L}=-\beta,\qquad \beta=\frac{\bar S_B}{\bar S}.
\]

The floor is resolved, for the purpose of this estimate, when \(\beta\ll1\).

Full independence of noise and edge is not required. Let \(n_j=s(e_j)\varepsilon_j\), where the \(\varepsilon_j\) are independent of the edge and of each other, with zero mean and unit variance. Then \(E[e_ln_j]=E[e_ls(e_j)]E[\varepsilon_j]=0\), and different rows of noise remain uncorrelated. The floor is set by \(\sigma_n^2=E[s^2]\), and the mean result is unchanged.

## A flat tail can mislead

A user sees only the sum of noise and true roughness in the tail. Define the true-edge excess, relative to the noise, as \(r=\bar S_B/(d\sigma_n^2)\). Substitution in the bias gives

\[
\beta=\frac{N-1}{Nd}\frac{\bar S_B}{V_L}
=\frac{N-1}{N}\,r\,\frac{\sigma_n^2}{V_L}.
\]

A small \(r\) is not enough by itself: its product with \(\sigma_n^2/V_L\) must be small, so the stronger the noise relative to the roughness, the smaller \(r\) has to be. Strong noise can hide an edge contribution that is a large part of the roughness. More lines then reduce the scatter but leave the bias.

## Bias for an exponential covariance

To predict \(\beta\), a model of the edge is needed. Take \(R_m=\sigma^2\rho^{|m|}\) with \(\rho=e^{-d/\xi}\) and correlation length \(\xi\). On a finite line a separation \(m\) occurs \(N-|m|\) times, so with \(w=\rho e^{-i\theta_k}\)

\[
S_k=d\sigma^2\left\{1+2\,\mathrm{Re}\sum_{m=1}^{N-1}\left(1-\frac mN\right)w^m\right\}.
\]

The weighted sum is a sum of geometric sums, because \(w^m\) occurs \(N-m\) times in

\[
\sum_{m=1}^{N-1}(N-m)w^m=\sum_{p=1}^{N-1}\sum_{m=1}^{p}w^m
=\frac{w}{1-w}\sum_{p=1}^{N-1}(1-w^p).
\]

The last sum equals \(N-\sum_{p=0}^{N-1}w^p=N-(1-w^N)/(1-w)\). Dividing by \(N\),

\[
S_k=d\sigma^2\left\{1+2\,\mathrm{Re}\left[\frac{w}{1-w}-\frac{w(1-w^N)}{N(1-w)^2}\right]\right\}.
\]

**Long line.** Without the \(1/N\) term, the braces become

\[
\mathrm{Re}\frac{1+w}{1-w}=\frac{1-\rho^2}{1-2\rho\cos\theta+\rho^2}
=\frac{t}{t^2\cos^2(\theta/2)+\sin^2(\theta/2)},
\]

where \(t=(1-\rho)/(1+\rho)=\tanh(d/2\xi)\). The last form follows from \(\cos\theta=\cos^2(\theta/2)-\sin^2(\theta/2)\) and division by \((1+\rho)^2\).

Let the band run from \(\theta_1\) to \(\pi\), with its mirror image at negative frequency. Put \(u=\cot(\theta/2)\), so that \(d\theta=-2\sin^2(\theta/2)\,du\). Replacing the band sum by an integral,

\[
\frac{\bar S_B}{d\sigma^2}\approx\frac{1}{\pi-\theta_1}\int_0^{\cot(\theta_1/2)}\frac{2t\,du}{1+t^2u^2}
=\frac{2}{\pi-\theta_1}\arctan\!\left[t\cot\frac{\theta_1}{2}\right].
\]

For a long line this is also \(\beta\), since \(V_L\to\sigma^2\). Two limits show its meaning:

- For \(d\gg\xi\), \(t\to1\) and the arctangent becomes \((\pi-\theta_1)/2\). Then \(\beta\to1\): neighbouring edge samples are uncorrelated, the edge itself is white, and all of its variance is subtracted.
- For a vanishingly narrow band, \(\theta_1\to\pi\) and \(\beta\to t\), which is about \(d/(2\xi)\) for \(d\ll\xi\). Narrowing the band cannot take the bias below this value in the long-line model; a finer pitch can.

**Finite line.** Two corrections matter. The first is leakage from low frequencies into the band. For \(d\ll\xi\ll L\), \(w^N=e^{-L/\xi}\) is negligible. In the band, where \(\sin(\theta/2)\gg t\), setting \(\rho\approx1\) gives \(w/(1-w)^2\approx-1/[4\sin^2(\theta/2)]\). The leakage term in the braces is then \(+1/[2N\sin^2(\theta/2)]\). The long-line term is about \(d/[2\xi\sin^2(\theta/2)]\). Their ratio is \(\xi/L\), so \(\bar S_B\) is multiplied by about \(1+\xi/L\).

The second is the variance lost to the line mean. Since \((1/L)\sum_kS_k=\sigma^2\), we have \(V_L=\sigma^2-S_0/L\), and for a fine pitch

\[
\frac{S_0}{L\sigma^2}\approx\frac{2}{L^2}\int_0^L(L-y)e^{-y/\xi}dy
\approx\frac{2\xi}{L}\left(1-\frac{\xi}{L}\right),
\]

where terms in \(e^{-L/\xi}\) have been dropped. This loss is separate from the floor bias, and floor subtraction does not repair it.

## Scatter and choice of band

The estimator is a quadratic form \(\hat V=x^TAx\), with

\[
A_{jl}=\frac1{N^2}\sum_ka_ke^{i\theta_k(j-l)} .
\]

Here \(a_0=0\), \(a_k=1\) for nonzero ordinates outside the band, and \(a_k=1-(N-1)/b\) inside it. The weights sum to \((N-1)-(N-1)=0\), so \(\mathrm{tr}A=0\), which is the noise cancellation in matrix form.

For Gaussian \(x\) with covariance matrix \(C\), a fourth moment is the sum of three products of pair covariances. One product gives the squared mean; the other two are equal because \(A\) is symmetric. Therefore

\[
\mathrm{Var}\,\hat V=2\,\mathrm{tr}(ACAC).
\]

For noise alone, \(C=\sigma_n^2I\). The eigenvalues of \(A\) are \(a_k/N\), and

\[
\sum_ka_k^2=(N-1-b)+\frac{(N-1-b)^2}{b}
=\frac{(N-1)(N-1-b)}{b},
\]

so that

\[
\mathrm{Var}_{\rm noise}\hat V=\frac{2\sigma_n^4(N-1)(N-1-b)}{N^2b}.
\]

A wider band determines the floor better but takes in more true roughness when the edge spectrum falls with frequency. Averaging \(M\) independent lines divides the variance by \(M\).

## Worked example

The round parameters are \(\sigma=1.5\) nm, \(\xi=20\) nm, \(\sigma_n=1\) nm, \(d=1\) nm and \(N=512\). The band is the top quarter of the frequency range, 0.375 to 0.500 nm⁻¹, with \(b=129\).

Here \(t=\tanh(0.025)=0.0250\) and \(\cot(3\pi/8)=0.414\), so the long-line band mean is \(0.0264\,d\sigma^2=0.0593\) nm³. The leakage factor \(1+20/512=1.039\) raises it to 0.0616 nm³; the full finite-line sum gives 0.0617 nm³. The true floor is 1 nm³, so \(r=6.2\%\).

The within-line variance is \(V_L=2.081\) nm², against \(\sigma^2=2.250\) nm². The expected estimate is

\[
2.0810-\frac{511}{512}(0.0617)=2.019\ \mathrm{nm}^2,
\]

a bias of −3.0% relative to \(V_L\). In 4000 simulated Gaussian lines, the mean difference between \(\hat V\) and the variance of the same true edges was \(-0.0637\pm0.0027\) nm² (one standard error), consistent with the predicted −0.0616 nm². With noise of variance 2 nm² where \(e_j>0\) and none elsewhere, it was \(-0.0650\pm0.0030\) nm². The noise strength then depends on the edge, yet the mean result holds.

For the first 100 lines, the raw roughness was 1.735 nm and the measured floor 1.061 nm³. Subtraction gives

\[
\hat V=1.7346^2-\frac{511}{512}(1.0609)=1.950\ \mathrm{nm}^2,
\]

hence \(\hat\sigma=1.396\) nm, or \(3\hat\sigma=4.19\) nm. The true edges of these lines had 1.421 nm. The raw value is 22% too high relative to that truth, and the corrected value 1.7% too low. The predicted standard error of \(\hat\sigma\), 0.021 nm, includes the chance variation of the edges themselves.

If \(\beta\) is known, division by \(1-\beta\) restores the mean. Here \(1.950/0.9704=2.01\) nm², or 1.42 nm. In practice \(\beta\) comes from a fitted edge model, and its error enters the result.

The table holds everything but the band fixed. Bias is relative to \(V_L\); the noise-only standard deviation is for one line.

| Band start (nm⁻¹) | Bias | Noise-only s.d. (nm²) |
|---:|---:|---:|
| 0.2500 | −3.58% | 0.062 |
| 0.3750 | −2.96% | 0.107 |
| 0.4375 | −2.84% | 0.164 |

For 100 lines, the squared bias plus noise-only variance is \(5.6\times10^{-3}\), \(3.9\times10^{-3}\) and \(3.8\times10^{-3}\) nm⁴ in turn. The last narrowing gains little: the bias is already near its narrow-band limit, and the added noise variance cancels about half of the fall in squared bias.

Now set \(d=10\) nm and \(\sigma_n=3\) nm, keeping \(N\), \(\sigma\), \(\xi\) and the fractional band fixed. The line becomes 5120 nm long. The excess is \(r=6.5\%\), almost as before, but the bias is −26% of \(V_L\). This agrees with the relation above: \(0.065\times9/2.25\approx0.26\). The larger bias comes from the coarser pitch alone, since \(\beta=\bar S_B/\bar S\) does not contain \(\sigma_n\); the stronger noise only keeps \(r\) small and so hides it. The two tails contain nearly the same fraction of true roughness relative to noise, while the errors differ by a factor of nearly nine.

## Cost and stability

Each line costs \(O(N\log N)\) operations and \(O(N)\) storage. The matrix \(A\) is useful for error analysis but is not needed in production.

The weak point is statistical: a small variance may be the difference of two large ones. With \(N=512\), \(b=129\) and \(\sigma_n=3\) nm, the noise-only standard deviation is \(9\times0.1074=0.97\) nm² per line. Reducing this noise-only part to 5% of a roughness variance of 2.08 nm² takes about 90 lines; more are needed when the chance variation of the edges themselves is included. A negative \(\hat V\) is a possible outcome of an unbiased noise cancellation, and it should stay in the average.

**Take the square root last.** Let \(V=E[\hat V]\). When the scatter of \(\hat V\) is small compared with \(V\), \(\sqrt{\hat V}\) can be expanded to second order about \(V\). The linear term averages to zero and the second derivative \(-1/(4V^{3/2})\) gives

\[
E\sqrt{\hat V}\approx\sqrt V-\frac{\mathrm{Var}\,\hat V}{8V^{3/2}} .
\]

In the fine-pitch example the one-line standard deviation is 0.599 nm², and the predicted loss is 0.0156 nm; the simulation gave 0.0157 nm. Averaging the variances first avoids most of it.

**Do not clip negative ordinates.** For white Gaussian noise, ordinates other than those at zero and highest frequency are exponentially distributed with mean \(F=d\sigma_n^2\). Even with \(F\) known,

\[
E[\max(P_k-F,0)]=\int_F^\infty(p-F)\frac{e^{-p/F}}F\,dp=\frac F{\mathrm e},
\]

where \(\mathrm e\) is Euler's number. Summed over the spectrum, pure noise acquires a false roughness variance of about \(\sigma_n^2/\mathrm e=0.368\) nm² for \(\sigma_n=1\) nm; the simulation gave 0.366 nm². Averaging more single-line results clipped in this way does not remove the error.

## When the noise assumptions fail

**Correlation with the edge.** If \(C_k\) does not vanish, the cross term adds to the expected estimate

\[
\frac2L\sum_{k\ne0}\left(\mathrm{Re}\,C_k-\overline{\mathrm{Re}\,C}_B\right),
\]

where the bar is a band mean. A constant \(\mathrm{Re}\,C_k\) cancels; one that follows the edge spectrum does not. Suppose the detection error is \(n_j=ae_j+\varepsilon_j\), with white \(\varepsilon_j\) uncorrelated with the edge. Then \(x_j=(1+a)e_j+\varepsilon_j\), and the expected estimate is multiplied by \((1+a)^2\). In the relative increase \(2a+a^2\), the first part comes from the cross term and the second from the detection error itself, which is no longer white. For \(a=0.1\) the estimate rises by 21%, or 0.424 nm² in the fine-pitch example; the simulated shift was 0.425 nm². The expected floor rises by only \(0.21\times0.0617=0.013\) nm³, so it gives little warning.

**Smoothing along the line.** Let the noise be filtered with weights 1/4, 1/2, 1/4. The filter response is \((1+\cos\theta)/2=\cos^2(\theta/2)\), so the noise spectrum is \(d\sigma_n^2\cos^4(\theta/2)\), apart from end effects. It falls to zero at the highest frequency, just where the floor is read. The total noise variance is \((1/16+1/4+1/16)\sigma_n^2=0.375\) nm² for \(\sigma_n=1\) nm. After subtraction 0.368 nm² remains, or 98% of it. With the true edge left unfiltered in this comparison, the net error is \((0.368-0.062)/2.081=+15\%\) of \(V_L\).

The remedy is to extract edges without smoothing across rows. Averages over separate, non-overlapping groups of rows keep white noise white, because no two groups share a noise sample, but they coarsen the pitch and also smooth the true edge. The formula in \(t\), derived for point samples, then no longer applies, and \(\beta\) must be found from the spectrum of the averaged edge.

## Relation to measured resist lines

The parameters stand for no particular resist. A \(3\sigma\) roughness of a few nanometres, a correlation length of some tens of nanometres and a pitch of about a nanometre are reasonable orders of magnitude for electron-microscope images of fine resist lines. The model's \(3\sigma=4.5\) nm is on the rough side for advanced patterning, and a pitch of 10 nm is deliberately coarse. Real edge detection can break whiteness through filtering, and can break the zero-correlation condition through a response that depends on edge shape. In the examples above, filtering of the noise alone leaves a net error of +15% of \(V_L\), and the correlated error raises the expected estimate by 21% of its value without that error; these are sensitivities of this model, not measured instrument errors. An image row also averages the edge over the pixel and the beam width, whereas the model uses point samples. Such averaging lowers \(\beta\), but it removes true variance before any subtraction, and that loss is not counted in \(\beta\). Real edges also need not have an exponential covariance. The general bias formula still applies to a stationary edge, but \(\beta\) must then be found from a spectrum suited to that edge.

A practical acceptance rule follows when the noise conditions hold: estimate \(\beta\) from a fitted edge spectrum, and accept the bias of the subtraction if \(\beta\) is below the permitted relative variance bias. The scatter must be judged separately. The high-frequency form of the edge model also needs support beyond the fit, because a white part of the true edge looks the same as white noise in the measured spectrum. For small \(\beta\), the relative error in \(\hat\sigma\) is about half as large. If \(\beta\) is too large, refine the pitch at fixed line length before adding lines, since more lines do not reduce the bias. At fixed \(N\) a finer pitch shortens the line, so leakage and the loss to the line mean grow. The fall of \(\beta\) in proportion to \(d\) belongs to the exponential model with \(d\ll\xi\); it is slower for an edge that is rougher at short distances, and a finer pitch does not recover variance lost to image blur. At a fixed electron dose per area, a finer pitch leaves fewer electrons in each row, so the noise per row and the scatter of the estimate can rise; more lines may then be needed as well. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
edge sigma 1.5 nm, xi 20.0 nm, noise sigma 1.0 nm
pitch 1.0 nm, samples 512, line length 512 nm
floor band: 0.375 to 0.500 1/nm, 129 ordinates
infinite-line edge variance: 2.2500 nm^2
within-line edge variance V_L: 2.0810 nm^2
V_L from short formula: 2.0811 nm^2
square root of V_L: 1.4426 nm
edge spectrum at k=1: 81.967 nm^3
edge spectrum at highest frequency: 0.0584 nm^3
true noise floor: 1.0000 nm^3
edge spectrum mean in band S_B: 0.0617 nm^3
S_B from arctan formula with leakage: 0.0616 nm^3
expected raw variance: 3.0791 nm^2
expected subtracted variance: 2.0195 nm^2
bias: -0.0616 nm^2 = -2.96 % of V_L
one-line standard deviation of V_hat: 0.5987 nm^2
band from 0.2500 1/nm (257 ordinates): bias -3.58 %, noise-only sd 0.0621 nm^2
band from 0.3750 1/nm (129 ordinates): bias -2.96 %, noise-only sd 0.1074 nm^2
band from 0.4375 1/nm (65 ordinates): bias -2.84 %, noise-only sd 0.1636 nm^2
coarse case: pitch 10.0 nm, noise sigma 3.0 nm
coarse case edge part of tail / noise floor: 6.47 %
coarse case bias: -26.02 % of V_L
simulated bias, 4000 lines: -0.0637 +- 0.0027 nm^2
bias with edge-dependent noise strength: -0.0650 +- 0.0030 nm^2
first 100 lines, raw sigma: 1.7346 nm
first 100 lines, measured floor: 1.0609 nm^3
first 100 lines, subtracted sigma: 1.3964 nm
first 100 lines, 3 sigma subtracted: 4.189 nm
first 100 lines, true edge sigma: 1.4210 nm
predicted standard error of subtracted sigma: 0.0211 nm
loss from rooting each line: simulated 0.0157 nm, formula 0.0156 nm
false variance from clipping: simulated 0.3662 nm^2, formula 0.3679 nm^2
correlated part 0.1: variance shift simulated 0.4251 nm^2, formula 0.4241 nm^2
smoothed noise variance: 0.3750 nm^2
smoothed noise left after subtraction: exact 0.3679 nm^2, formula 0.3685 nm^2
```
